# Poisson's equation in a periodic cell: net charge and neutralising background, part 1

(Sections cited here and not found follow in the second part.)

## Net charge and the zero-wavevector term

Poisson's equation with a charge density that repeats from cell to cell has a solution with an equally periodic electric field only if each cell is neutral. If the cell carries a net charge $q$ in a volume $V$, the Fourier series for the potential, in which the term with $\mathbf G=0$ is left out, still returns a perfectly good periodic function. That function solves a different problem: its source is the given density plus a uniform background of density $-q/V$. Its average over the cell is zero. In formulas, the potential

$$
\phi(\mathbf r)=\sum_{\mathbf G\neq 0}\frac{4\pi\rho_{\mathbf G}}{G^2}\,e^{i\mathbf G\cdot\mathbf r}
$$

satisfies

$$
\nabla^2\phi=-4\pi\left(\rho-\frac{q}{V}\right),\qquad \frac1V\int_{\rm cell}\phi\,d^3r=0 .
$$

The units are Hartree atomic units, with lengths in bohr and charges in units of the elementary charge $e$. The potential of a point charge $q$ in empty space is then $q/r$, and Poisson's equation reads

$$
\nabla^2\phi=-4\pi\rho .
$$

The charge density $\rho$ is counted positive for positive charge, and the electric field is $\mathbf E=-\nabla\phi$. The cell is spanned by three lattice vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$, which need not be perpendicular or of equal length. The density is real, smooth and periodic, $\rho(\mathbf r+\mathbf a_i)=\rho(\mathbf r)$ for $i=1,2,3$, and the net charge is $q=\int_{\rm cell}\rho\,d^3r$.

The need for neutrality follows from Gauss's law. Taking the divergence of $\mathbf E=-\nabla\phi$ gives $\nabla\cdot\mathbf E=-\nabla^2\phi=4\pi\rho$. Integrate this over one cell and turn the left side into a surface integral with the divergence theorem:

$$
\oint_{\rm cell\ surface}\mathbf E\cdot\mathbf n\,dS=4\pi q ,
$$

where $\mathbf n$ is the outward unit normal. The surface consists of three pairs of parallel faces. In each pair, a point $\mathbf r$ on one face has a partner $\mathbf r+\mathbf a_i$ on the other. If the field is periodic, it has the same value at both points, while the outward normals are opposite. The two contributions cancel, and this holds for every point of every pair. The left side is therefore zero, and so

$$
4\pi q=0 .
$$

A periodic field has no net flux out of a cell, because whatever leaves through one face enters through the opposite one. A net charge needs such a flux, so the two cannot coexist.

The argument used the periodicity of the field, not that of the potential. The first condition is slightly weaker. If the field is periodic, the difference $\phi(\mathbf r+\mathbf a_i)-\phi(\mathbf r)$ has zero gradient and is a constant for each $i$. The potential may then contain a linear part $-\mathbf E_0\cdot\mathbf r$, which describes a uniform field $\mathbf E_0$ on top of a periodic potential. Such a linear part has zero Laplacian and cannot help to accommodate a net charge. From here on the potential itself is required to be periodic, which excludes the linear part.

A one-dimensional case shows the obstruction without any vector calculus. Put thin charged sheets at $x=0,\pm L,\pm2L,\dots$, each with charge $s$ per unit area. Between the sheets there is no charge, so $\phi''=0$ and the slope $\phi'$ is constant. Integrating $\phi''=-4\pi\rho$ across a sheet shows that the slope must change there by $-4\pi s$. After one period the slope has therefore changed by $-4\pi s$, after two periods by $-8\pi s$, and so on. It cannot return to its starting value unless $s=0$.

Now add a uniform background of density $-s/L$, which has charge $-s$ per unit area in each period. Between the sheets, $\phi''=4\pi s/L$, and the slope can climb back by $4\pi s$ over the length $L$. Integrating twice, with the symmetry about the midpoint $x=L/2$, gives for $0\le x\le L$

$$
\phi(x)=\frac{2\pi s}{L}\left(x-\frac L2\right)^2+C .
$$

Its slope, $(4\pi s/L)(x-L/2)$, equals $-2\pi s$ just after a sheet and $+2\pi s$ just before the next one. The change across a sheet is $-2\pi s-2\pi s=-4\pi s$, as required. The equation leaves $C$ open. The average of $(x-L/2)^2$ over the period is $L^2/12$, so the average potential is $\pi sL/6+C$, and it vanishes for $C=-\pi sL/6$. Both ingredients of the general result appear here separately: the background makes the problem solvable, and a further choice fixes the constant.

For the general cell, the natural tool is the Fourier series. Let $\mathbf G$ run over the reciprocal lattice, that is, over all vectors for which $\mathbf G\cdot\mathbf a_i=2\pi m_i$ with integers $m_i$. The plane wave $e^{i\mathbf G\cdot\mathbf r}$ then has the period of the cell. Its integral over the cell follows from writing $\mathbf r=s_1\mathbf a_1+s_2\mathbf a_2+s_3\mathbf a_3$ with each $s_i$ between 0 and 1, so that $d^3r=V\,ds_1ds_2ds_3$:

$$
\int_{\rm cell}e^{i\mathbf G\cdot\mathbf r}\,d^3r
=V\prod_{i=1}^{3}\int_0^1e^{2\pi i m_is_i}\,ds_i .
$$

A factor with $m_i=0$ equals 1. A factor with $m_i\neq0$ equals $(e^{2\pi i m_i}-1)/(2\pi i m_i)=0$. The integral is therefore $V$ for $\mathbf G=0$ and zero for every other $\mathbf G$.

The density is expanded as

$$
\rho(\mathbf r)=\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad
\rho_{\mathbf G}=\frac1V\int_{\rm cell}\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
$$

The second formula follows from the first by multiplying with $e^{-i\mathbf G'\cdot\mathbf r}$, integrating, and using the result just found, since the difference of two reciprocal lattice vectors is again one. Setting $\mathbf G=0$ gives

$$
\rho_0=\frac1V\int_{\rm cell}\rho\,d^3r=\frac qV .
$$

The zero-wavevector coefficient is the average charge density.

Suppose that a periodic potential solves Poisson's equation, and call its coefficients $\phi_{\mathbf G}$, defined in the same way. To find them, write $w=e^{-i\mathbf G\cdot\mathbf r}$ and use the identity

$$
w\nabla^2\phi-\phi\nabla^2w=\nabla\cdot(w\nabla\phi-\phi\nabla w),
$$

in which the terms $\nabla w\cdot\nabla\phi$ from the two products cancel. The vector on the right is periodic, so its divergence integrates to zero over the cell by the same cancellation of opposite faces as before. Since $\nabla^2w=-G^2w$, what remains is

$$
\int_{\rm cell}w\nabla^2\phi\,d^3r=-G^2\int_{\rm cell}w\phi\,d^3r=-G^2V\phi_{\mathbf G}.
$$

By Poisson's equation the left side is also $-4\pi V\rho_{\mathbf G}$. Dividing both expressions by $-V$ gives

$$
G^2\phi_{\mathbf G}=4\pi\rho_{\mathbf G}.
$$

For $\mathbf G\neq0$ this fixes the coefficient, $\phi_{\mathbf G}=4\pi\rho_{\mathbf G}/G^2$. For $\mathbf G=0$ it reads

$$
0\cdot\phi_0=\frac{4\pi q}{V}.
$$

If $q\neq0$, no number $\phi_0$ satisfies this equation, which is the flux argument again in Fourier form. If $q=0$, every number satisfies it, and the average potential is left free. The expression $4\pi\rho_0/0^2$ is thus not a large term that is neglected for convenience. In a charged cell it stands for an equation without a solution, and in a neutral cell for an equation without content.

It remains to show that the series without $\mathbf G=0$ converges and may be differentiated. Replace $\phi$ in the last integral identity by $\rho$, which is also periodic, and apply the identity twice. This gives

$$
G^4\rho_{\mathbf G}=\frac1V\int_{\rm cell}e^{-i\mathbf G\cdot\mathbf r}\,\nabla^2\nabla^2\rho\,d^3r ,
$$

and hence $|\rho_{\mathbf G}|\le M/G^4$, where $M$ is the largest value of $|\nabla^2\nabla^2\rho|$ in the cell. The number of reciprocal lattice vectors in a thin shell of radius $G$ grows as $G^2\,dG$, so the sum of $|\rho_{\mathbf G}|$ converges like the integral of $G^2/G^4$ at large $G$. Two derivatives of the potential series bring down at most a factor $G^2$, which cancels the $1/G^2$. The twice differentiated series therefore converges absolutely and uniformly, and it may be differentiated term by term. The potential is real, because a real density has $\rho_{-\mathbf G}=\rho_{\mathbf G}^*$, so that the terms for $\mathbf G$ and $-\mathbf G$ are complex conjugates.

Now apply the Laplacian to the series. Each plane wave contributes a factor $-G^2$:

$$
\nabla^2\phi=\sum_{\mathbf G\neq0}\frac{4\pi\rho_{\mathbf G}}{G^2}(-G^2)e^{i\mathbf G\cdot\mathbf r}
=-4\pi\sum_{\mathbf G\neq0}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}.
$$

The last sum is the full Fourier series of the density with one term missing. It equals $\rho-\rho_0=\rho-q/V$, and therefore

$$
\nabla^2\phi=-4\pi\left(\rho-\frac qV\right).
$$

The source of $\phi$ is the original density together with the constant density $-q/V$, whose charge per cell is $-(q/V)V=-q$. The total is neutral, as it must be for a periodic solution. The average of $\phi$ is found by integrating the series term by term. Every plane wave in it has $\mathbf G\neq0$ and integrates to zero, so the average vanishes.

For $q=0$ the background is absent and the series solves the original equation. This proves that neutrality is also sufficient. The solution is unique up to a constant. If two periodic potentials have the same source, their difference $u$ is periodic and obeys $\nabla^2u=0$. Since $\nabla\cdot(u\nabla u)=|\nabla u|^2+u\nabla^2u$, and the left side integrates to zero over the cell,

$$
\int_{\rm cell}|\nabla u|^2\,d^3r=-\int_{\rm cell}u\nabla^2u\,d^3r=0 .
$$

The integrand on the left is nowhere negative, so $\nabla u=0$ everywhere and $u$ is constant.

Leaving out $\mathbf G=0$ thus does two things that should be kept apart. Omitting $\rho_0$ changes the source, and it does so only in a charged cell. Setting $\phi_0=0$ selects one of the allowed constants, and it does so in neutral and charged cells alike. The first changes the physical problem. The second changes no electric field.

The sheets give a check by hand. There $G=2\pi m/L$ with integer $m$, and $\rho_G=s/L$ for every $m$. Each coefficient is $4\pi(s/L)L^2/(4\pi^2m^2)=sL/(\pi m^2)$, and joining the terms for $m$ and $-m$ gives

$$
\phi(x)=\frac{2sL}{\pi}\sum_{m=1}^{\infty}\frac{\cos(2\pi mx/L)}{m^2}.
$$

An infinitely thin sheet is not a smooth density, but this series still converges because of the factor $1/m^2$. At $x=0$ the sum is $\sum1/m^2=\pi^2/6$, so $\phi(0)=\pi sL/3$. The parabola with $C=-\pi sL/6$ gives $\pi sL/2-\pi sL/6=\pi sL/3$, the same value.

A periodic potential exists only for a neutral cell, and leaving out the $\mathbf G=0$ term supplies a uniform background $-q/V$ in a charged cell and sets the average potential to zero in every cell. What remains is to examine what this background does, how it arises as the limit of weak screening, and how it shows up in a numerical case.
